# Wall Recombination of Oxygen Atoms from Their Decay in a Tube: a program that tests the result

```python
"""Wall recombination probability of O atoms from their decay in a flow tube.

Result under test: gamma = 2 R v ln(2) / (L vbar), vbar = sqrt(8 kB T/(pi m)),
for first-order loss at the side wall, plug flow and fast radial mixing.
R tube radius, L halving length, v gas velocity, m atom mass, T temperature,
k loss rate, D diffusion coefficient, h net wall flux divided by wall density.
The program also sizes diffusion, flow profile, ozone formation, pressure drop
and heating. SI units inside; printed units are stated on each line.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm, solve_banded
from scipy.special import j0, j1

T, R, L, v = 300.0, 0.01, 0.20, 10.0
m = 15.999 * const.atomic_mass
kB = const.k
pressure = const.torr
D = 0.02                 # rough, O in O2 at 1 Torr
viscosity = 2e-5         # rough, O2
conductivity = 0.026     # rough, O2
ozone_coeff = 6e-34      # rough, cm^6/s, O + O2 + O2
bond_energy = 5.1        # rough, eV per O2
atom_fraction = 0.01

# Main result
a = np.log(2) / L
k = v * a
vbar = np.sqrt(8 * kB * T / (np.pi * m))
gamma = 2 * R * k / vbar
transit = L / v
hits = vbar / (2 * R) * transit

# Maxwell averages by quadrature, speeds in units of s = sqrt(kB T/m)
s = np.sqrt(kB * T / m)
speed_num = s * quad(lambda c: np.sqrt(2 / np.pi) * c**3 * np.exp(-c*c/2),
                     0, 12)[0]
assert abs(speed_num / vbar - 1) < 1e-8


def gauss(c):
    return np.exp(-c * c / 2) / np.sqrt(2 * np.pi)


flux_num = s * quad(lambda c: c * gauss(c), 0, 12)[0]
assert abs(flux_num / (vbar / 4) - 1) < 1e-8
# A skewed distribution carries net flux J; half of J adds to incidence.
skew = 0.02
net = s * quad(lambda c: c * gauss(c) * (1 + skew * c), -12, 12)[0]
incident = s * quad(lambda c: c * gauss(c) * (1 + skew * c), 0, 12)[0]
assert abs(incident - vbar / 4 - net / 2) < 1e-7 * vbar
gamma_trial = net / incident
h_trial = gamma_trial * vbar / 4 / (1 - gamma_trial / 2)
assert abs(h_trial / net - 1) < 1e-7

# Wall-hit frequency from random free flights in a cylinder
rng = np.random.default_rng(7)
count = 2_000_000
dt = 0.1 * R / vbar
radius = R * np.sqrt(rng.random(count))
x_end = radius + s * dt * rng.standard_normal(count)
y_end = s * dt * rng.standard_normal(count)
hit_rate_num = np.mean(x_end**2 + y_end**2 > R**2) / dt
# Statistical error is about 0.3 percent.
assert abs(hit_rate_num / (vbar / (2 * R)) - 1) < 0.015


def h_from_gamma(g):
    return g * vbar / 4 / (1 - g / 2)


def gamma_from_h(h):
    return 1 / (vbar / (4 * h) + 0.5)


# Finite-volume radial transport
cells = 80
edges = np.linspace(0, R, cells + 1)
dr = edges[1]
volume = np.diff(edges**2) / 2
weights = volume / volume.sum()


def radial_matrix(diff, h):
    A = np.zeros((cells, cells))
    for i in range(cells - 1):
        g = diff * edges[i + 1] / dr
        A[i, i] -= g / volume[i]
        A[i, i + 1] += g / volume[i]
        A[i + 1, i + 1] -= g / volume[i + 1]
        A[i + 1, i] += g / volume[i + 1]
    A[-1, -1] -= R / (dr / (2 * diff) + 1 / h) / volume[-1]
    return A


def plug_ratio(diff, h):
    return weights @ expm(radial_matrix(diff, h) * transit) @ np.ones(cells)


h_simple = h_from_gamma(gamma)
ratio_fast = plug_ratio(1000 * D, h_simple)
# The wall-skew correction shifts this ratio by about 0.0002.
assert abs(ratio_fast - 0.5) < 5e-4
ratio_actual = plug_ratio(D, h_simple)
x = R * np.sqrt(k / D)
h_plug = D / R * x * j1(x) / j0(x)
assert abs(plug_ratio(D, h_plug) - 0.5) < 1e-3


def wall_h(diff, parabolic, axial):
    """Wall coefficient needed for density proportional to exp(-a z)."""
    def rhs(r, y):
        u = 2 * v * (1 - (r / R)**2) if parabolic else v
        source = a * u / diff + (a * a if axial else 0.0)
        return [y[1], -y[1] / r - source * y[0]]
    start = 1e-5 * R
    u0 = 2 * v if parabolic else v
    source0 = a * u0 / diff + (a * a if axial else 0.0)
    sol = solve_ivp(rhs, (start, R), [1.0, -source0 * start / 2],
                    rtol=1e-10, atol=1e-12)
    return -diff * sol.y[1, -1] / sol.y[0, -1]


assert abs(wall_h(D, False, False) / h_plug - 1) < 1e-6
small = k * R**2 / (10 * D)
for parabolic, coefficient in ((False, 1 / 8), (True, 11 / 48)):
    excess = wall_h(10 * D, parabolic, False) / (k * R / 2) - 1
    assert abs(excess / small - coefficient) < 0.005

h_parabolic = wall_h(D, True, False)
mean_r2 = (edges[1:]**2 + edges[:-1]**2) / 2
u_cells = 2 * v * (1 - mean_r2 / R**2)
march = radial_matrix(D, h_parabolic) / u_cells[:, None]
profile_a = expm(march * 0.10) @ np.ones(cells)
profile_b = expm(march * L) @ profile_a
ratio_parabolic = (weights @ profile_b) / (weights @ profile_a)
assert abs(ratio_parabolic - 0.5) < 1e-3

# Axial diffusion: boundary-value solution on a 1 m line
k_axial = v * a + D * a * a
points = 2001
dz = 1.0 / (points - 1)
band = np.zeros((3, points - 2))
band[0, 1:] = D / dz**2 - v / (2 * dz)
band[1] = -2 * D / dz**2 - k_axial
band[2, :-1] = D / dz**2 + v / (2 * dz)
right = np.zeros(points - 2)
right[0] = -(D / dz**2 + v / (2 * dz))
line = solve_banded((1, 1), band, right)
ratio_axial = line[int(round(L / dz)) - 1]
assert abs(ratio_axial - 0.5) < 1e-4

# Ozone formation in the gas
gas_density = pressure / (kB * T)
k_ozone = ozone_coeff * (gas_density * 1e-6)**2

# Viscous pressure drop, isothermal gas
slope = 16 * viscosity * v * pressure / R**2


def p_at(z):
    return np.sqrt(pressure**2 - slope * z)


p_end = p_at(L)
residence = quad(lambda z: p_at(z) / (pressure * v), 0, L)[0]
k_drop = np.log(2 * p_end / pressure) / residence


def flow_rhs(z, y):
    velocity = v * pressure / y[0]
    return [-8 * viscosity * velocity / R**2, -k_drop * y[1] / velocity]


flow = solve_ivp(flow_rhs, (0, L), [pressure, v], rtol=1e-10, atol=1e-12)
density_end = flow.y[1, -1] * flow.y[0, -1] / (v * pressure)
assert abs(density_end - 0.5) < 1e-6

# Heating bound: all recombination heat released uniformly in the gas
heat_capacity = 3.5 * kB
alpha = conductivity / (gas_density * heat_capacity)
heating = atom_fraction * k * bond_energy * const.e / 2 / heat_capacity
rise = heating * R**2 / (8 * alpha)
rise_num = weights @ np.linalg.solve(-radial_matrix(alpha, 1e9),
                                     heating * np.ones(cells))
assert abs(rise_num / rise - 1) < 2e-3

# Relative changes of the inferred probability
c_skew = gamma_from_h(k * R / 2) / gamma - 1
c_plug = h_plug / (k * R / 2) - 1
c_parabolic = h_parabolic / (k * R / 2) - 1
c_axial = k_axial / k - 1
c_ozone = -k_ozone / k
c_drop = k_drop / k - 1
total = c_skew + c_parabolic + c_axial + c_ozone + c_drop
gamma_corrected = gamma * (1 + total)
gamma_low = gamma * np.log(1 / 0.525) / np.log(2)
gamma_high = gamma * np.log(1 / 0.475) / np.log(2)
assert abs(gamma - 0.0011) < 0.00005
assert abs(gamma_corrected / gamma - 1) < 0.10

print(f"temperature: {T:.0f} K")
print(f"tube radius: {R*100:.1f} cm")
print(f"halving length: {L*100:.1f} cm")
print(f"gas velocity: {v:.1f} m/s")
print(f"O atom mass: {m:.4e} kg")
print(f"transit time: {transit*1000:.2f} ms")
print(f"loss rate k: {k:.2f} 1/s")
print(f"mean thermal speed: {vbar:.1f} m/s")
print(f"wall-hit rate, formula: {vbar/(2*R):.0f} 1/s")
print(f"wall-hit rate, random flights: {hit_rate_num:.0f} 1/s")
print(f"mean wall hits in transit: {hits:.1f} (no unit)")
print(f"recombination probability gamma: {gamma:.4e} (no unit)")
print(f"pressure: {pressure/const.torr:.1f} Torr")
print(f"inlet O fraction: {atom_fraction*100:.1f} %")
print(f"rough D: {D*1e4:.0f} cm2/s")
print(f"rough viscosity: {viscosity:.1e} Pa s")
print(f"rough thermal conductivity: {conductivity:.3f} W/(m K)")
print(f"rough ozone coefficient: {ozone_coeff:.1e} cm6/s")
print(f"rough O2 bond energy: {bond_energy:.1f} eV")
print(f"gas number density: {gas_density*1e-6:.3e} 1/cm3")
print(f"k R^2/D: {k*R**2/D:.4f} (no unit)")
print(f"density ratio, simple gamma, D x 1000: {ratio_fast:.4f} (no unit)")
print(f"density ratio, simple gamma, actual D: {ratio_actual:.4f} (no unit)")
print(f"density ratio, parabolic check: {ratio_parabolic:.4f} (no unit)")
print(f"density ratio, axial check: {ratio_axial:.4f} (no unit)")
print(f"gamma change, wall velocity skew: {100*c_skew:+.3f} %")
print(f"gamma change, radial diffusion in plug flow: {100*c_plug:+.2f} %")
print(f"gamma change, diffusion in parabolic flow: {100*c_parabolic:+.2f} %")
print(f"gamma change, axial diffusion: {100*c_axial:+.2f} %")
print(f"ozone-formation loss rate: {k_ozone:.3f} 1/s")
print(f"gamma change, ozone formation: {100*c_ozone:+.2f} %")
print(f"outlet pressure: {p_end/const.torr:.4f} Torr")
print(f"gamma change, pressure drop: {100*c_drop:+.2f} %")
print(f"bound on mean gas heating: {rise:.2f} K")
print(f"sum of changes (parabolic, not plug): {100*total:+.2f} %")
print(f"gamma with summed changes: {gamma_corrected:.3e} (no unit)")
print(f"gamma if density ratio is 0.525: {gamma_low:.3e} (no unit)")
print(f"gamma if density ratio is 0.475: {gamma_high:.3e} (no unit)")
print("done: every assertion held")
```

It prints:

```
temperature: 300 K
tube radius: 1.0 cm
halving length: 20.0 cm
gas velocity: 10.0 m/s
O atom mass: 2.6567e-26 kg
transit time: 20.00 ms
loss rate k: 34.66 1/s
mean thermal speed: 630.1 m/s
wall-hit rate, formula: 31504 1/s
wall-hit rate, random flights: 31430 1/s
mean wall hits in transit: 630.1 (no unit)
recombination probability gamma: 1.1001e-03 (no unit)
pressure: 1.0 Torr
inlet O fraction: 1.0 %
rough D: 200 cm2/s
rough viscosity: 2.0e-05 Pa s
rough thermal conductivity: 0.026 W/(m K)
rough ozone coefficient: 6.0e-34 cm6/s
rough O2 bond energy: 5.1 eV
gas number density: 3.219e+16 1/cm3
k R^2/D: 0.1733 (no unit)
density ratio, simple gamma, D x 1000: 0.4998 (no unit)
density ratio, simple gamma, actual D: 0.5072 (no unit)
density ratio, parabolic check: 0.5000 (no unit)
density ratio, axial check: 0.5000 (no unit)
gamma change, wall velocity skew: -0.055 %
gamma change, radial diffusion in plug flow: +2.23 %
gamma change, diffusion in parabolic flow: +4.16 %
gamma change, axial diffusion: +0.69 %
ozone-formation loss rate: 0.622 1/s
gamma change, ozone formation: -1.79 %
outlet pressure: 0.9757 Torr
gamma change, pressure drop: -2.37 %
bound on mean gas heating: 2.19 K
sum of changes (parabolic, not plug): +0.64 %
gamma with summed changes: 1.107e-03 (no unit)
gamma if density ratio is 0.525: 1.023e-03 (no unit)
gamma if density ratio is 0.475: 1.181e-03 (no unit)
done: every assertion held
```
